**The group generated by the Dirac matrices: order, classes and representations**

The program builds the group $G$ generated by $\gamma^0,\dots,\gamma^3$ with metric $(+,-,-,-)$ by exhaustive multiplication, and compares it with the signed ordered products $\pm\Gamma_A$, where $A$ is a subset of $\{0,1,2,3\}$. It asserts that $G$ has 32 elements and, by explicit conjugation, 17 classes. A search over fourth roots of unity on the generators finds sixteen one-dimensional representations, all of which send $-1$ to $1$. The level degeneracies of a random Hermitian matrix commuting with the regular representation show sixteen irreducible representations of dimension 1 and one of dimension 4. The program also asserts the orthonormality of the 17 characters and the uniqueness, up to a factor, of the matrix relating the Dirac and chiral bases. For comparison, the three Pauli matrices give order 16, 10 classes and two two-dimensional irreducible representations. The opposite metric again gives order 32 and 17 classes, but 20 elements square to 1 instead of 12, so the two groups are not isomorphic.

## Check in Python

```python
"""
Result under test: the Dirac matrices gamma^0..gamma^3, with
gamma^m gamma^n + gamma^n gamma^m = 2 eta^{mn}, eta = diag(1,-1,-1,-1),
generate a group G of order 32 with 17 conjugacy classes. Its complex
irreducible representations are sixteen of dimension 1 (not faithful)
and one of dimension 4 (faithful).
Gamma_A: ordered product of the gammas in the subset A of {0,1,2,3}.
A subset is stored as a bit mask; group element 2*mask+s is (-1)^s Gamma_A.
"""
from collections import Counter
from itertools import product
import numpy as np

rng = np.random.default_rng(7)
eta = np.array([1, -1, -1, -1])
one2 = np.eye(2, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
space = [np.kron(1j * pauli[1], s) for s in pauli]
dirac = [np.kron(pauli[2], one2)] + space
chiral = [np.kron(pauli[0], one2)] + space


def key(matrix):
    """Hashable label of a matrix whose entries are Gaussian integers."""
    flat = np.concatenate([matrix.real.ravel(), matrix.imag.ravel()])
    return tuple(int(x) for x in np.rint(flat))


def generate(generators):
    """All products of the generators, found by exhaustive closure."""
    found = [np.eye(len(generators[0]), dtype=complex)]
    seen = {key(found[0])}
    for element in found:
        for g in generators:
            new = element @ g
            if key(new) not in seen:
                seen.add(key(new))
                found.append(new)
                assert len(found) <= 200
    return found


def group_table(elements):
    """Multiplication table and inverses; element 0 is the identity."""
    index = {key(m): i for i, m in enumerate(elements)}
    table = np.array([[index[key(a @ b)] for b in elements]
                      for a in elements])
    inverse = np.array([int(np.where(row == 0)[0][0]) for row in table])
    return table, inverse


def conjugacy_classes(table, inverse):
    n = len(table)
    return {frozenset(int(table[table[g, h], inverse[g]])
                      for g in range(n)) for h in range(n)}


def degeneracies(table, inverse):
    """Level multiplicities of a random Hermitian matrix commuting with
    the regular representation: an irreducible representation of
    dimension d produces d levels, each d-fold degenerate."""
    n = len(table)
    r = rng.normal(size=n) + 1j * rng.normal(size=n)
    c = (r + r[inverse].conj()) / 2
    h = c[table[inverse, :]]
    assert np.allclose(h, h.conj().T)
    levels = np.linalg.eigvalsh(h)
    groups = np.split(levels, np.where(np.diff(levels) > 1e-9)[0] + 1)
    return Counter(len(g) for g in groups)


def ordered_products(gammas):
    result = []
    for mask in range(16):
        m = np.eye(4, dtype=complex)
        for a in range(4):
            if mask >> a & 1:
                m = m @ gammas[a]
        result.append(m)
    return result


def members(mask):
    return [a for a in range(4) if mask >> a & 1]


# Both bases satisfy the defining anticommutators.
for gam in (dirac, chiral):
    for m in range(4):
        for n in range(4):
            anti = gam[m] @ gam[n] + gam[n] @ gam[m]
            assert np.allclose(anti, 2 * eta[m] * (m == n) * np.eye(4))

# Closure of the generators against the list of signed ordered products.
closure = generate(dirac)
Gam, GamC = ordered_products(dirac), ordered_products(chiral)
elements = [s * m for m in Gam for s in (1, -1)]
assert len(closure) == 32
assert {key(m) for m in closure} == {key(m) for m in elements}
rank = np.linalg.matrix_rank(np.array([m.ravel() for m in Gam]))
assert rank == 16

# Product and commutation sign rules, for both bases.
for A in range(16):
    for B in range(16):
        a_set, b_set = members(A), members(B)
        common = [c for c in a_set if c in b_set]
        swaps = sum(a > b for a in a_set for b in b_set)
        sign = (-1) ** swaps * int(np.prod([eta[c] for c in common]))
        comm = (-1) ** (len(a_set) * len(b_set) - len(common))
        for P in (Gam, GamC):
            assert np.allclose(P[A] @ P[B], sign * P[A ^ B])
            assert np.allclose(P[A] @ P[B], comm * P[B] @ P[A])

print("Gamma_A: square, trace, number of anticommuting Gamma_B")
for A in range(16):
    square = int(round((Gam[A] @ Gam[A])[0, 0].real))
    trace = int(round(np.trace(Gam[A]).real))
    partners = sum(np.allclose(Gam[A] @ M, -M @ Gam[A]) for M in Gam)
    single = any(np.allclose(Gam[A] @ g, -g @ Gam[A]) for g in dirac)
    assert single == (A != 0)
    assert np.isclose(np.trace(Gam[A]), 4 * (A == 0))
    name = "".join(str(a) for a in members(A)) or "empty"
    print(f"  A={name:5s} square {square:+d}  trace {trace}  "
          f"partners {partners}")

# Conjugacy classes and commutator subgroup by brute force.
table, inverse = group_table(elements)
classes = conjugacy_classes(table, inverse)
expected = {frozenset([0]), frozenset([1])}
expected |= {frozenset([2 * A, 2 * A + 1]) for A in range(1, 16)}
assert classes == expected and len(classes) == 17
commutators = {int(table[table[g, h], table[inverse[g], inverse[h]]])
               for g in range(32) for h in range(32)}
assert commutators == {0, 1}
sizes = Counter(len(c) for c in classes)
print("order of G:", len(closure))
print("rank of the sixteen Gamma_A:", rank)
print("conjugacy classes:", len(classes))
print("classes of size 1 and of size 2:", sizes[1], sizes[2])
print("elements in commutator subgroup:", len(commutators))

# One-dimensional representations: try all fourth roots of unity on the
# generators, and keep those that respect the whole table.
linear, assignments = [], []
for v in product([1, 1j, -1, -1j], repeat=4):
    minus_one = v[1] ** 2
    chi = np.array([minus_one ** s * np.prod([v[a] for a in members(A)])
                    for A in range(16) for s in (0, 1)], dtype=complex)
    if np.allclose(chi[table], np.outer(chi, chi)):
        linear.append(chi)
        assignments.append(v)
linear = np.array(linear)
assert len(linear) == 16
assert set(assignments) == set(product([1, -1], repeat=4))
assert np.allclose(linear[:, 1], 1)
print("one-dimensional representations found:", len(linear))

# Dimensions of all irreducible representations from degeneracies.
deg = degeneracies(table, inverse)
assert deg == Counter({1: 16, 4: 4})
irreps = {d: count // d for d, count in deg.items()}
assert sum(irreps.values()) == len(classes)
assert sum(n * d * d for d, n in irreps.items()) == 32
print("levels of degeneracy 1 and of degeneracy 4:", deg[1], deg[4])
print("irreducibles of dimension 1 and 4:", irreps[1], irreps[4])

# Characters.
spinor = np.array([np.trace(m) for m in elements])
characters = np.vstack([linear, spinor])
gram = characters @ characters.conj().T / 32
assert np.allclose(gram, np.eye(17))
content = (linear.conj() @ np.abs(spinor) ** 2 / 32).real
assert np.allclose(content, 1)
print(f"spinor character at 1 and -1: {spinor[0].real:.0f}, "
      f"{spinor[1].real:.0f}")
print(f"(1/32) sum |chi|^2 for the spinor: {gram[16, 16].real:.6f}")
print(f"multiplicity of each 1-dim character in chi chi*: "
      f"{content.min():.3f} to {content.max():.3f}")

# Change of basis from Dirac to chiral matrices.
system = np.vstack([np.kron(np.eye(4), d.T) - np.kron(c, np.eye(4))
                    for d, c in zip(dirac, chiral)])
_, singular, vh = np.linalg.svd(system)
nullity = int(np.sum(singular < 1e-10))
assert nullity == 1
S = vh[-1].conj().reshape(4, 4)


def average(X):
    return sum(c @ X @ np.linalg.inv(d) for c, d in zip(GamC, Gam))


X = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
assert np.allclose(average(X), 4 * np.trace(np.linalg.inv(S) @ X) * S)
T = average(np.eye(4))
scale = np.sqrt(np.trace(T.conj().T @ T).real / 4)
U = T / scale
assert np.allclose(U @ U.conj().T, np.eye(4))
for d, c in zip(dirac, chiral):
    assert np.allclose(U @ d @ U.conj().T, c)
assert np.allclose(T.imag, 0)
print("independent Dirac-to-chiral intertwiners:", nullity)
print("T for X = 1, row by row:")
for row in T.real:
    print("  ", [int(round(x)) for x in row])
print(f"T divided by {scale:.4f} is unitary")

# Odd number of generators: the three Pauli matrices.
p_elements = generate(pauli)
p_table, p_inverse = group_table(p_elements)
p_classes = conjugacy_classes(p_table, p_inverse)
p_deg = degeneracies(p_table, p_inverse)
triple = pauli[0] @ pauli[1] @ pauli[2]
assert all(np.allclose(triple @ s, s @ triple) for s in pauli)
assert len(p_elements) == 16 and len(p_classes) == 10
assert p_deg == Counter({1: 8, 2: 4})
print("Pauli group: order, classes:", len(p_elements), len(p_classes))
print("Pauli group: irreducibles of dimension 1 and 2:",
      p_deg[1], p_deg[2] // 2)

# Opposite metric: same counts, different group.
o_elements = generate([1j * g for g in dirac])
o_table, o_inverse = group_table(o_elements)
o_classes = conjugacy_classes(o_table, o_inverse)
assert len(o_elements) == 32 and len(o_classes) == 17
roots = int(np.sum(np.diag(table) == 0))
o_roots = int(np.sum(np.diag(o_table) == 0))
assert roots != o_roots
print("opposite metric: order, classes:", len(o_elements), len(o_classes))
print("elements squaring to 1, metric (+,-,-,-):", roots)
print("elements squaring to 1, metric (-,+,+,+):", o_roots)

print("verified")
```

It prints:

```
Gamma_A: square, trace, number of anticommuting Gamma_B
  A=empty square +1  trace 4  partners 0
  A=0     square +1  trace 0  partners 8
  A=1     square -1  trace 0  partners 8
  A=01    square +1  trace 0  partners 8
  A=2     square -1  trace 0  partners 8
  A=02    square +1  trace 0  partners 8
  A=12    square -1  trace 0  partners 8
  A=012   square -1  trace 0  partners 8
  A=3     square -1  trace 0  partners 8
  A=03    square +1  trace 0  partners 8
  A=13    square -1  trace 0  partners 8
  A=013   square -1  trace 0  partners 8
  A=23    square -1  trace 0  partners 8
  A=023   square -1  trace 0  partners 8
  A=123   square +1  trace 0  partners 8
  A=0123  square -1  trace 0  partners 8
order of G: 32
rank of the sixteen Gamma_A: 16
conjugacy classes: 17
classes of size 1 and of size 2: 2 15
elements in commutator subgroup: 2
one-dimensional representations found: 16
levels of degeneracy 1 and of degeneracy 4: 16 4
irreducibles of dimension 1 and 4: 16 1
spinor character at 1 and -1: 4, -4
(1/32) sum |chi|^2 for the spinor: 1.000000
multiplicity of each 1-dim character in chi chi*: 1.000 to 1.000
independent Dirac-to-chiral intertwiners: 1
T for X = 1, row by row:
   [8, 0, -8, 0]
   [0, 8, 0, -8]
   [8, 0, 8, 0]
   [0, 8, 0, 8]
T divided by 11.3137 is unitary
Pauli group: order, classes: 16 10
Pauli group: irreducibles of dimension 1 and 2: 8 2
opposite metric: order, classes: 32 17
elements squaring to 1, metric (+,-,-,-): 12
elements squaring to 1, metric (-,+,+,+): 20
verified
```
